\section*{Gate Admittance of a Resistive Channel and Its Split Capacitance-Voltage Error}

\section{A channel with one capacitor}

In a split capacitance-voltage measurement a small alternating voltage is applied to the gate, while source and drain are held at ground and supply the channel charge. Let the channel have length $L$, width $W$, sheet conductance $\sigma$ and gate capacitance $C$ per area. Its total capacitance and end-to-end resistance are
\begin{equation}
C_t=CWL,\qquad R=\frac{L}{\sigma W}.
\end{equation}

As a first model, place all of $C_t$ at the middle of the channel. It is charged through two resistors $R/2$, one to each contact, which act in parallel as $R/4$. With time factor $e^{j\omega t}$ and
\begin{equation}
\tau=\frac{RC_t}{4}=\frac{CL^2}{4\sigma},
\end{equation}
the admittance is
\begin{equation}
Y_1=\frac{1}{R/4+1/(j\omega C_t)}=\frac{j\omega C_t}{1+j\omega\tau}
=\frac{\omega C_t(\omega\tau+j)}{1+(\omega\tau)^2}.
\end{equation}
A meter in parallel mode reports $C_p=\mathrm{Im}\,Y/\omega$, here $C_t/[1+(\omega\tau)^2]$. The reading falls although $C_t$ has not changed: at high frequency the middle of the channel cannot be held at ground, follows the gate, and takes up less charge.

This model exaggerates the effect, because charge near a contact passes through less resistance than charge at the middle. The distributed channel is described with the same parameter $\tau$, but its frequency dependence is different: at low frequency its charging delay is $\tau/3$, not $\tau$.

\section{Assumptions and theorem}

The channel is n-type, with electron density $n$, mobility $\mu$ and $\sigma=en\mu$, where $e>0$. The assumptions are:
\begin{enumerate}
\item The channel is uniform along its length, and source and drain are at the same dc potential.
\item The gate acts locally, and carriers are in local equilibrium, so $n$ depends on the local gate-to-channel voltage alone.
\item The signal is small, and carrier inertia is negligible.
\item Contacts are ideal; traps, gate leakage and gate-contact overlap are absent.
\end{enumerate}

\paragraph{Theorem.} Under these assumptions the gate admittance is
\begin{equation}
Y=j\omega C_t\,\frac{\tanh z}{z},\qquad z^2=j\omega\tau .
\label{Y}
\end{equation}
The ratio $F(\omega\tau)=C_p/C_t=\mathrm{Re}(\tanh z/z)$ equals 1 at zero frequency and decreases strictly as $\omega\tau$ grows. If $C_p$ is integrated over gate voltage from the empty channel upwards, the apparent density is
\begin{equation}
n_{\rm app}=\int_0^n F\big(\omega\tau(n')\big)\,dn'<n .
\label{napp}
\end{equation}

\section{Proof of the admittance formula}

\paragraph{Lemma 1 (local capacitance).} Let $v$ be the electrochemical potential of the channel expressed as a voltage, $V_g$ the gate voltage, and $U=V_g-v$. Then $e\,dn=C\,dU$, with
\begin{equation}
\frac1C=\frac1{C_{\rm ox}}+\frac1{C_q},\qquad C_q=e^2\frac{dn}{dE_F}.
\end{equation}

\emph{Proof.} Measure the Fermi energy $E_F$ from the local band edge. The electrostatic potential of the channel is then $v+E_F/e$. The oxide drops the rest of the gate voltage, $en/C_{\rm ox}$, apart from a constant work-function term that is omitted. Hence
\begin{equation}
U=\frac{E_F(n)}e+\frac{en}{C_{\rm ox}},\qquad
\frac1C=\frac1e\frac{dU}{dn}=\frac1{e^2}\frac{dE_F}{dn}+\frac1{C_{\rm ox}},
\label{U}
\end{equation}
which is the claim.

\paragraph{Lemma 2 (channel equation).} The ac part $u(x)$ of $U$ obeys
\begin{equation}
u''=\gamma^2u,\qquad \gamma^2=\frac{j\omega C}{\sigma}.
\end{equation}

\emph{Proof.} The current per width is $J=-\sigma\,\partial_xv$, which includes drift and diffusion because $v$ is the electrochemical potential. The gate voltage is uniform, so $\partial_xU=-\partial_xv$ and $J=\sigma\,\partial_xU$. The channel charge is $-en$, and continuity gives
\begin{equation}
-e\,\partial_tn=-\partial_xJ
\quad\Longrightarrow\quad
e\,\partial_tn=\partial_x(\sigma\,\partial_xU).
\label{nonlinear}
\end{equation}
In the dc state $\sigma\,\partial_xU$ is a constant $K$. Both ends have the same $U$, so $K\int_0^Ldx/\sigma=0$ and $K=0$. There is thus no dc gradient for the ac change of $\sigma$ to multiply; that change enters only at second order. At first order $e\,\delta n=Cu$, and (\ref{nonlinear}) becomes $j\omega Cu=\sigma u''$.

\paragraph{Admittance.} At the grounded ends $v=0$, so $u(0)=u(L)=v_g$, the ac gate voltage. The solution symmetric about the midpoint is
\begin{equation}
u(x)=v_g\frac{\cosh[\gamma(x-L/2)]}{\cosh(\gamma L/2)} .
\end{equation}
The gate carries the opposite charge to the channel, $+Cu$ per area. With $\int_0^L\cosh[\gamma(x-L/2)]dx=(2/\gamma)\sinh(\gamma L/2)$, the gate current is
\begin{equation}
I_g=j\omega CW\int_0^Lu\,dx
=j\omega CW\,v_g\,\frac{2}{\gamma}\tanh\frac{\gamma L}{2}.
\end{equation}
Setting $z=\gamma L/2$ gives $2/\gamma=L/z$ and $z^2=j\omega CL^2/(4\sigma)=j\omega\tau$. Division by $v_g$ yields (\ref{Y}).

By symmetry no current crosses the midpoint. A channel with one floating contact is therefore half of a doubly grounded channel of length $2L$: its $\tau$ is four times larger at fixed $C$, $\sigma$ and $L$.

\section{Real form and limits}

Put $a=\sqrt{\omega\tau/2}$. Since $\sqrt j=(1+j)/\sqrt2$, we have $z=(1+j)a$. Multiplying numerator and denominator of $\tanh z$ by $\cosh(a-ja)$ gives
\begin{equation}
\tanh z=\frac{\sinh2a+j\sin2a}{\cosh2a+\cos2a}.
\end{equation}
With $1/z=(1-j)/(2a)$, the product separates into $\tanh z/z=F-jH$, where
\begin{align}
F&=\frac{\sinh2a+\sin2a}{2a(\cosh2a+\cos2a)},\\
H&=\frac{\sinh2a-\sin2a}{2a(\cosh2a+\cos2a)}.
\end{align}
Thus $Y=\omega C_t(H+jF)$, and the parallel conductance is $G=\omega C_tH$.

\paragraph{Low frequency.} Write $\tanh z/z=1+\alpha z^2+\beta z^4+\dots$ and multiply by $\cosh z$. The result must be $\sinh z/z=1+z^2/6+z^4/120+\dots$, so
\begin{equation}
\alpha+\frac12=\frac16,\qquad
\beta+\frac\alpha2+\frac1{24}=\frac1{120}.
\end{equation}
Hence $\alpha=-1/3$ and $\beta=2/15$. With $z^2=j\omega\tau$ and $z^4=-(\omega\tau)^2$,
\begin{equation}
F\simeq1-\frac{2(\omega\tau)^2}{15},\qquad H\simeq\frac{\omega\tau}{3}.
\label{low}
\end{equation}
The single-capacitor model would give $1-(\omega\tau)^2$.

A meter in series mode uses the impedance. Inverting the series gives $z\coth z=1+z^2/3-z^4/45+\dots$, since $1/9-2/15=-1/45$. Therefore
\begin{equation}
\frac1Y\simeq\frac{\tau}{3C_t}+\frac1{j\omega C_t}\left[1+\frac{(\omega\tau)^2}{45}\right].
\end{equation}
The series resistance is $\tau/(3C_t)=R/12$. The series capacitance is $C_t/[1+(\omega\tau)^2/45]$, so its leading loss is one sixth of the parallel-mode loss. No single series resistor removes the depression completely, because the channel is not one resistor in series with one capacitor.

\paragraph{High frequency.} For $a\gg1$, $\tanh z\to1$ and $F\to1/(2a)=1/\sqrt{2\omega\tau}$. The ac voltage $u$ decays from each contact over the length $1/\mathrm{Re}\,\gamma=L/(2a)$, so charging is confined to strips at the ends.

\paragraph{Loss peak.} $H$ vanishes in both limits and has a maximum between them. A numerical search places it at $\omega\tau=2.54$, with $H=0.417$. A peak in $G/\omega$ is also a sign of interface traps, but this model has none. The frequency of the channel peak scales as $\sigma/(CL^2)$, so comparing lengths at fixed bias helps to separate the two causes.

\section{Proof of depression and of the density formula}

\paragraph{Lemma 3 (modes).} With $k_m=(m+\tfrac12)\pi$, $m=0,1,2,\dots$,
\begin{equation}
\frac{\tanh z}{z}=\sum_m\frac{2}{k_m^2+z^2}.
\label{modes}
\end{equation}

\emph{Proof.} The function $p=1-u/v_g$ vanishes at both ends and obeys $p''=\gamma^2(p-1)$. Expand it in $\sin(q_mx)$, $q_m=2k_m/L$. In this basis the constant 1 has coefficients $b_m=2/k_m$, so
\begin{equation}
-q_m^2p_m=\gamma^2(p_m-b_m),\qquad
b_m-p_m=b_m\frac{q_m^2}{q_m^2+\gamma^2}=b_m\frac{k_m^2}{k_m^2+z^2}.
\end{equation}
The mean of $\sin(q_mx)$ over the channel is $1/k_m$. The mean of $u/v_g$, which is $\tanh z/z$, is therefore the sum of $(2/k_m^2)\,k_m^2/(k_m^2+z^2)$.

\paragraph{Depression.} Setting $z^2=jw$ with $w=\omega\tau$ and taking the real part gives
\begin{equation}
F(w)=\sum_m\frac{2k_m^2}{k_m^4+w^2}.
\end{equation}
Every term is positive and decreases strictly with $w>0$, and $F(0)=1$. This proves the second claim. Physically, the channel acts as parallel resistor-capacitor branches with capacitances $2C_t/k_m^2$ and time constants $\tau/k_m^2$.

\paragraph{Integration.} At dc the channel is grounded, so $U=V_g$ and $C\,dV_g=e\,dn$. Hence
\begin{equation}
n_{\rm app}=\frac1{eWL}\int C_p\,dV_g=\frac1e\int FC\,dV_g=\int_0^nF\,dn',
\end{equation}
which is below $n$ because $F<1$. This completes the proof of the theorem.

The error is cumulative. Near threshold $\sigma$ is small and $\tau$ is long, so charge is missed there. A later recovery of $C_p$ does not restore it. If the mobility is then found from the correct dc conductance, $\mu_{\rm app}=\sigma/(en_{\rm app})$ is too high.

\section{The missing charge in closed form}

\paragraph{Corollary.} If $\mu$ and $C$ are constant, the deficit $D=n-n_{\rm app}$ tends at high density to
\begin{equation}
D_\infty=\frac\pi6n_1,\qquad n_1=\frac{\omega CL^2}{4e\mu},
\label{sat}
\end{equation}
which is equivalent to a threshold shift
\begin{equation}
\Delta V=\frac{eD_\infty}{C}=\frac{\pi^2fL^2}{12\mu},\qquad f=\frac{\omega}{2\pi}.
\label{shift}
\end{equation}

\emph{Proof.} Since $\sigma=en\mu$, $\omega\tau=n_1/n$. Changing variable to $w=n_1/n'$ gives
\begin{equation}
D_\infty=\int_0^\infty\left[1-F(n_1/n')\right]dn'
=n_1\int_0^\infty\frac{1-F(w)}{w^2}\,dw .
\end{equation}
From $F(0)=\sum2/k_m^2=1$,
\begin{equation}
\frac{1-F}{w^2}=\sum_m\frac{2}{k_m^2(k_m^4+w^2)} .
\end{equation}
All terms are positive, so they may be integrated one by one. Using $\int_0^\infty dw/(k^4+w^2)=\pi/(2k^2)$, we find $D_\infty=\pi n_1\sum k_m^{-4}$. The $z^2$ term of (\ref{modes}) is $-2z^2\sum k_m^{-4}$; comparison with $-z^2/3$ gives $\sum k_m^{-4}=1/6$. Equation (\ref{shift}) follows on inserting $\omega=2\pi f$.

\paragraph{Finite density.} The part of the integral above $n$ has not yet been collected. By (\ref{low}), for $n\gg n_1$,
\begin{equation}
D\simeq\frac\pi6n_1-\int_n^\infty\frac{2n_1^2}{15n'^2}\,dn'
=\frac\pi6n_1-\frac{2n_1^2}{15n}.
\label{finite}
\end{equation}

\paragraph{Quantum capacitance.} In the nondegenerate range near threshold $C_q=e^2n/(k_BT)$, so
\begin{equation}
\frac Cn=\frac{C_{\rm ox}}{n+n_T},\qquad n_T=\frac{C_{\rm ox}k_BT}{e^2}.
\end{equation}
With $n_1$ now defined by $C_{\rm ox}$, $\omega\tau=n_1/(n+n_T)$. If this form is used at all densities, the shift of the density variable removes the interval from 0 to $n_T$ from the saturated integral. Its integrand lies between 0 and 1, so $D_\infty$ falls by less than $n_T$. Degeneracy makes $C_q$ smaller than this form and lowers $D_\infty$ further, by a fraction of at most $C_{\rm ox}/C_q^\infty$, where $C_q^\infty$ is the degenerate limit of $C_q$. This extra part grows with $n_1$, so with full Fermi statistics $n_T$ is not a strict bound. It estimates the reduction only when $n_1$ lies well above $n_T$ and well below $C_q^\infty k_BT/e^2$. For the 40 $\mu$m example below, where $C_{\rm ox}/C_q^\infty\approx0.5\%$, the reduction is $0.72\,n_T$ at 100 kHz, $0.96\,n_T$ at 1 MHz and $1.6\,n_T$ at 10 MHz.

\paragraph{A frequency criterion.} For constant $\mu$, $C\le C_{\rm ox}$ implies $D\le(\pi/6)n_1$ at any density. A relative density error below $\epsilon$ is therefore assured if $n_1/n\le6\epsilon/\pi$. For $\epsilon=1\%$ this is $n_1/n\le0.019$, whereas a 1\% loss in $C_p$ itself occurs at $\omega\tau=0.276$. A nearly correct final capacitance is thus a weak guarantee of a correct integrated density. The criterion itself relies on constant mobility: if $\mu$ falls near threshold, more charge is missed there and the error can exceed $\epsilon$.

\section{Example: a long monolayer MoS$_2$ channel}

Take $L=W=40\ \mu$m, $T=300$ K, $\mu=30$ cm$^2$/Vs and a 20 nm alumina-like oxide of relative permittivity 8, so $C_{\rm ox}=0.354\ \mu$F/cm$^2$. These are rough parameters. The quantum capacitance follows from Fermi statistics in a parabolic band of mass $0.5m_0$ and spin-valley degeneracy 4. Equation (\ref{Y}) then gives:

\begin{center}
\begin{tabular}{cccc}
$n$ ($10^{12}$ cm$^{-2}$) & $\omega\tau$, 1 MHz & $F$, 100 kHz & $F$, 1 MHz\\
0.3 & 5.17 & 0.966 & 0.335\\
1.0 & 1.75 & 0.996 & 0.729\\
2.0 & 0.90 & 0.999 & 0.905\\
4.0 & 0.455 & 1.000 & 0.973
\end{tabular}
\end{center}

At $n=4\times10^{12}$ cm$^{-2}$ and 1 MHz, 5.57 pF is read as 5.42 pF, a loss of 2.7\%. Equation (\ref{low}) gives $2(0.455)^2/15=0.028$. With one contact floating, $F$ would be 0.714.

The density error is much larger. Numerical quadrature of (\ref{napp}), with the full $C(n)$, gives $n_{\rm app}=3.20\times10^{12}$ cm$^{-2}$, which is 20\% low. The apparent mobility is $30\times4.00/3.20=37.5$ cm$^2$/Vs, or 25\% high. At 100 kHz the apparent density is $3.95\times10^{12}$ cm$^{-2}$ and the apparent mobility 30.4 cm$^2$/Vs.

For 1 MHz, $n_1=1.85\times10^{12}$ cm$^{-2}$. Equation (\ref{finite}) gives, in units of $10^{12}$ cm$^{-2}$,
\begin{equation}
D\simeq0.970-\frac{2(1.85)^2}{15\times4}=0.855 .
\end{equation}
Quadrature gives 0.804. The difference, 0.051, is close to $n_T=0.057$, the size expected of the quantum-capacitance correction. Equation (\ref{shift}) gives a saturated shift of $\Delta V=0.44$ V; the deficit reached at $n=4\times10^{12}$ cm$^{-2}$ corresponds to $eD/C=0.37$ V.

\paragraph{Comparison with real devices.} A 40 $\mu$m channel is long for a transistor and is closer to a capacitance test structure. At $L=4\ \mu$m, with $f$ and $\mu$ fixed, (\ref{shift}) gives only 4.4 mV, and for constant mobility this is an upper bound: $n_1$ is then smaller than $n_T$, so quantum capacitance keeps $\omega\tau$ below $n_1/n_T\approx0.3$ and reduces the shift to about 0.4 mV. The constant mobility is a doubtful assumption near threshold. If $\mu=30\,n/(n+5\times10^{11}\ \mathrm{cm}^{-2})$ cm$^2$/Vs, quadrature gives $n_{\rm app}=2.90\times10^{12}$ cm$^{-2}$ instead of $3.20\times10^{12}$ for the 40 $\mu$m channel. At $L=4\ \mu$m the same mobility law raises the shift from about 0.4 mV to about 19 mV, so the constant-mobility bound no longer holds. Contacts of 5 k$\Omega\,\mu$m each, taken as constant, lower the final $F$ only from 0.9733 to 0.9727; a rise in contact resistance near threshold would add to the density error. Gate overlap of 0.5 $\mu$m per side adds 2.5\% of the channel capacitance, which can hide the 2.7\% loss unless it is subtracted. A trap density of $10^{12}$ eV$^{-1}$cm$^{-2}$ would take up $1.6\times10^{11}$ cm$^{-2}$ as $n$ rises from $10^{10}$ to $4\times10^{12}$ cm$^{-2}$. The oxide field is 0.9 MV/cm, below the rough breakdown range of several MV/cm for good alumina.

Numerical values quoted here were computed with a short program.
